# The g-Sum Rule and the Mixing of Lead 6p² Levels

## Result

Let $V$ be the space of all states of one or more complete electron configurations, and let $H$ be any rotation-invariant Hamiltonian acting in $V$. In a weak magnetic field, the $g$ factors of all levels of $V$ with the same $J>0$ satisfy

$$\sum_{i=1}^{n_J} g_i=\sum_{LS\to J} g_{LSJ},\qquad g_{LSJ}=1+(g_s-1)\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}. \tag{1}$$

The right-hand sum runs over the LS terms of $V$ that contain $J$, with repeated terms counted separately. It does not depend on $H$, so it holds near LS coupling, near jj coupling and between them. In the exact limits levels of different $J$ become degenerate and the weak-field condition below fails, so the limits are to be read with a residual splitting large against the Zeeman energy.

For $p^2$ there are two levels with $J=2$. If $w$ is the weight of $^3P_2$ in the lower one, then

$$g_{\rm low}=1+\frac{g_s-1}{2}\,w,\qquad g_{\rm up}=1+\frac{g_s-1}{2}(1-w),\qquad w=\frac12+\frac{g_{\rm low}-g_{\rm up}}{g_s-1}. \tag{2}$$

For lead, the measured values are roughly 1.3 (lower) and 1.2 (upper). These two-figure values give $w\approx0.6$, with 0.5 to 0.7 allowed by their rounding. More precise tabulated values, near 1.27 and 1.23, place $w$ at about 0.55.

## Conventions and conditions

Angular momenta are in units of $\hbar$, and $g_s=2.002319$ is taken positive. The field $B$ lies along $z$ and adds the energy $\mu_B B Z$, with

$$Z=L_z+g_sS_z=J_z+(g_s-1)S_z. \tag{3}$$

Three conditions enter. The operator $Z$ omits relativistic, nuclear-recoil and diamagnetic corrections. The field is weak enough for first order, which requires the Zeeman energy to be small against the distance from each level to the others, including those of the same $J$, because $S_z$ connects levels whose $J$ are equal or differ by one. All levels of the given $J$ in $V$ must be counted.

## Why a level has one g factor

Take one level, a set of states $|M\rangle$ with $M=-J,\dots,J$, and let $P$ project onto it. Since $P$ commutes with $\mathbf J$, the projected spin $\mathbf S'=P\mathbf SP$ has the same commutators with $\mathbf J$ as $\mathbf S$ has. In particular

$$[J_z,S'_+]=S'_+,\qquad [J_+,S'_+]=0,\qquad [J_-,S'_+]=-2S'_z .$$

By the first relation $S'_+$ raises $M$ by one. Write $J_+|M\rangle=a_M|M+1\rangle$ and $S'_+|M\rangle=s_M|M+1\rangle$. The second relation applied to $|M\rangle$ gives

$$a_{M+1}s_M=s_{M+1}a_M\quad\Rightarrow\quad \frac{s_{M+1}}{a_{M+1}}=\frac{s_M}{a_M}\equiv c .$$

Hence $S'_+=cJ_+$. The third relation, with $[J_-,J_+]=-2J_z$, then gives $S'_z=cJ_z$. The first-order energy is therefore linear in $M$:

$$\Delta E_M=\mu_BB\,gM,\qquad g=1+(g_s-1)c. \tag{4}$$

One nonzero value of $M$ is thus enough to find $g$. The choice $M=J$ is convenient.

## Proof of the sum rule

Let $W_J$ be the space of all states in $V$ with

$$J_+\psi=0,\qquad J_z\psi=J\psi .$$

These are the top states of the multiplets with angular momentum $J$. The definition of $W_J$ does not involve $H$. Because $H$ commutes with $\mathbf J$, it maps $W_J$ into itself. Its normalized eigenvectors $\psi_i$ in $W_J$ supply one state per level, so (4) at $M=J$ gives

$$J\sum_i g_i=\sum_i\langle\psi_i|Z|\psi_i\rangle .$$

Let $\phi_k$ be any other orthonormal basis of $W_J$, with $\psi_i=\sum_kU_{ki}\phi_k$ and $U$ unitary. Then

$$\sum_i\langle\psi_i|Z|\psi_i\rangle=\sum_{kl}\Big(\sum_iU_{ki}^*U_{li}\Big)\langle\phi_k|Z|\phi_l\rangle=\sum_k\langle\phi_k|Z|\phi_k\rangle, \tag{5}$$

since the bracket is $\delta_{kl}$. The sum is the same for every $H$. The operator $Z$ need not map $W_J$ into itself, because (5) uses its matrix elements between states of $W_J$ and no others.

If two levels of the same $J$ coincide in energy, their first-order shifts are eigenvalues of a small matrix of $Z$. The sum of these eigenvalues is the trace of that matrix, so the rule survives.

### The value of the sum

A complete configuration is closed under separate rotations of orbits and spins, so $W_J$ has a basis of LS states. For such a top state, expand

$$\mathbf S\cdot\mathbf J=S_zJ_z+\tfrac12(S_+J_-+S_-J_+).$$

The last term vanishes because $J_+\psi=0$. In the middle term,

$$\langle S_+J_-\rangle=\langle J_-S_+\rangle+\langle[S_+,J_-]\rangle=0+2\langle S_z\rangle .$$

Here $\langle J_-S_+\rangle=\langle J_+\psi|S_+\psi\rangle=0$, and $[S_+,J_-]=[S_+,S_-]=2S_z$. Therefore

$$\langle\mathbf S\cdot\mathbf J\rangle=J\langle S_z\rangle+\langle S_z\rangle=(J+1)\langle S_z\rangle .$$

Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $2\,\mathbf S\cdot\mathbf J=\mathbf J^2+\mathbf S^2-\mathbf L^2$. Thus

$$\frac{\langle S_z\rangle}{J}=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)},$$

and $g=\langle Z\rangle/J=1+(g_s-1)\langle S_z\rangle/J$ is the Landé value in (1).

## The two J = 2 levels of p²

Two $p$ electrons can reach $M=2$ in two ways:

$$T=|1\!\uparrow\,0\!\uparrow\rangle,\qquad D=|1\!\uparrow\,1\!\downarrow\rangle .$$

The numbers are $m_l$. The value $M=3$ would need two electrons in $1\!\uparrow$, which the Pauli principle forbids, so both determinants are top states and they span $W_2$. $T$ has $M_S=1$. The $p^2$ states with $M_S=1$ have $M_L=1,0,-1$, so $T$ belongs to $^3P$. $D$ is the single state with $M_L=2$ and belongs to $^1D$.

$S_z$ is diagonal here, with values 1 and 0. With $g=1+(g_s-1)\langle S_z\rangle/2$,

$$g_T=\frac{1+g_s}{2}=1.50116,\qquad g_D=1,\qquad g_T+g_D=\frac{3+g_s}{2}=2.50116 .$$

A lower level with weights $w$ and $1-w$ on $T$ and $D$ has $\langle S_z\rangle=w$. The orthogonal upper level has $\langle S_z\rangle=1-w$. This proves the first two equations of (2).

### The jj limit

For one $p$ electron, (1) with $L=1$, $S=\frac12$ gives

$$g_{3/2}=1+\frac{g_s-1}{3},\qquad g_{1/2}=1-\frac{g_s-1}{3}.$$

The top state of $(\frac32,\frac32)_2$ has $m_j=\frac32,\frac12$, both with $j=\frac32$. Hence its $g$ is $(\frac32+\frac12)g_{3/2}/2=g_{3/2}=1.33411$. The top state of $(\frac12,\frac32)_2$ has $m_j=\frac12$ on $j=\frac12$ and $m_j=\frac32$ on $j=\frac32$, so

$$g=\tfrac12\left(\tfrac32g_{3/2}+\tfrac12g_{1/2}\right)=1+(g_s-1)\left(\tfrac14-\tfrac1{12}\right)=1+\frac{g_s-1}{6}=1.16705 .$$

The sum is again $2+(g_s-1)/2$, although neither value equals the Landé value of $^3P_2$ or $^1D_2$, the two $J=2$ terms of $p^2$.

## What Hamiltonian produces the mixing

The $g$ factors give $w$ without a model of $H$, provided both levels lie in the two-state space of a $p^2$ configuration with one radial function. For a heavy atom, where the $p_{1/2}$ and $p_{3/2}$ radial functions differ, this is an approximation. To relate $w$ to interaction strengths, take the electrostatic repulsion and the spin-orbit energy $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ within $p^2$, with $\zeta>0$.

**Repulsion.** In a $p$ shell the multipoles 0 and 2 contribute, with Slater integrals $F^0$ and $F^2$. Put $F_0=F^0$ and $F_2=F^2/25$. With $C_q=\sqrt{4\pi/5}\,Y_{2q}$, the angular averages are

$$\langle1|C_0|1\rangle=\tfrac12\left(\tfrac35-1\right)=-\tfrac15,\qquad \langle0|C_0|0\rangle=\tfrac12\left(\tfrac95-1\right)=\tfrac25,$$

because $\langle\cos^2\theta\rangle$ is $\frac15$ and $\frac35$ in the two orbitals. For exchange,

$$|\langle1|C_1|0\rangle|=\frac{3\sqrt3}{8\pi}\int\sin^2\theta\cos^2\theta\,d\Omega=\frac{3\sqrt3}{8\pi}\,\frac{8\pi}{15}=\frac{\sqrt3}{5}.$$

The direct energies are $F_0-2F_2$ for $T$ and $F_0+F_2$ for $D$. The exchange energy $3F_2$ is subtracted in $T$, where the spins are parallel, and is absent in $D$. The repulsion is thus $F_0-5F_2$ in $T$ and $F_0+F_2$ in $D$. It conserves $L$ and $S$ and does not connect them.

**Spin-orbit energy.** Use $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$. The diagonal values are $\zeta(\frac12+0)=\zeta/2$ in $T$ and $\zeta(\frac12-\frac12)=0$ in $D$. In $D$, the term $\frac12l_-s_+$ turns $1\!\downarrow$ into $\frac12\sqrt2\;0\!\uparrow$, which produces $T$. Dropping the common $F_0$,

$$H=\begin{pmatrix}-5F_2+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F_2\end{pmatrix}\quad\text{in the order }T,D. \tag{6}$$

Let $x=\zeta/F_2$ and $\delta=H_{DD}-H_{TT}=F_2(6-x/2)$. The eigenvalues are

$$E_\pm=\tfrac12(H_{TT}+H_{DD})\pm R,\qquad R=\tfrac12\sqrt{\delta^2+2\zeta^2}.$$

The weight of $T$ in the lower state is $\partial E_-/\partial H_{TT}$, by first-order perturbation theory. Since $\partial R/\partial H_{TT}=-\delta/(4R)$,

$$w=\frac12+\frac{\delta}{4R}=\frac12\left[1+\frac{6-x/2}{\sqrt{(6-x/2)^2+2x^2}}\right]. \tag{7}$$

To invert, set $C=2w-1$ and $t=C/\sqrt{1-C^2}$. Equation (7) gives $t=(6-x/2)/(\sqrt2\,x)$, hence

$$x=\frac{6}{\frac12+\sqrt2\,t},\qquad \tfrac13<w<1. \tag{8}$$

For small $x$, $1-w\approx x^2/72$. For large $x$, $w\to\frac12(1-\frac13)=\frac13$, the jj limit. At $x=12$ the diagonal energies coincide, $w=\frac12$, and the two $g$ factors are equal. Diagonalizing all 15 states of $p^2$ gives the following values, with $g$ taken from the splitting in a small field and $w$ from the states without field:

| $\zeta/F_2$ | $g_{\rm low}$ | $g_{\rm up}$ | $w$ |
|---:|---:|---:|---:|
| 1 | 1.49327 | 1.00789 | 0.98425 |
| 8 | 1.29420 | 1.20696 | 0.58704 |
| 12 | 1.25058 | 1.25058 | 0.50000 |
| 20 | 1.21549 | 1.28567 | 0.42999 |

Each pair sums to 2.50116. Beyond $x=12$ the upper level has the larger $g$, so levels should be ordered by energy and not by $g$.

### The sign of the mixing

Equation (2) contains squared amplitudes, so $g$ cannot give their relative sign. The Hamiltonian does. With the positive off-diagonal element in (6), the lower state has amplitudes of opposite sign:

$$\psi_{\rm low}=\sqrt w\,T-\sqrt{1-w}\,D .$$

At $F_2=0$ the energies are $-\zeta/2$ and $\zeta$. One electron has spin-orbit energy $-\zeta$ for $j=\frac12$ and $\zeta/2$ for $j=\frac32$, so the lower state is $(\frac12,\frac32)_2$. It has $w=\frac13$ and the same sign pattern. Its weight in $\psi_{\rm low}$ is therefore

$$w_{jj}=\left[\sqrt{\frac w3}+\sqrt{\frac{2(1-w)}3}\right]^2=\frac{[\sqrt w+\sqrt{2(1-w)}]^2}{3}. \tag{9}$$

Changing the phase of $D$ changes both states together and leaves $w_{jj}$ unaltered.

## Lead

The inputs are the rough measured values $g_{\rm low}=1.3$ and $g_{\rm up}=1.2$, each with a rounding half-width of 0.05. Their sum, 2.5, agrees with 2.50116 within the combined rounding of 0.1. This is a coarse check of the rule.

Each value alone determines $w$:

$$w=\frac{2(1.3-1)}{1.002319}=0.5986,\qquad w=1-\frac{2(1.2-1)}{1.002319}=0.6009 .$$

To combine them with equal weights, let $a=(g_s-1)/2$ and minimize

$$(g_{\rm low}-1-aw)^2+(g_{\rm up}-1-a(1-w))^2 .$$

Setting the derivative to zero gives $g_{\rm low}-1-aw=g_{\rm up}-1-a(1-w)$, or $g_{\rm low}-g_{\rm up}=a(2w-1)$. This is the last equation of (2), and

$$w=0.5+\frac{0.1}{1.002319}=0.5998 .$$

A rounding of 0.05 in $g$ moves $w$ by $0.05/a\approx0.10$. The values compatible with both inputs run from 0.501 to 0.698. The lower end lies too close to one half to show that $^3P_2$ is the majority component, since an omitted correction of only 0.001 in $g$ would move $w$ by 0.002. The central amplitudes are about 0.8 for $^3P_2$ and 0.6 for $^1D_2$, in absolute value; the three-digit values 0.774 and 0.633 are used in the arithmetic below.

Equation (8) turns $w\approx0.60$ into $\zeta/F_2\approx7.6$. The rounding interval becomes 5.4 to 11.9, so this ratio is known much less well than $w$. From (9),

$$w_{jj}=\frac{(0.774+1.414\times0.633)^2}{3}\approx0.93,$$

with a range of 0.87 to 0.97. In this model the lower level is strongly mixed in LS terms but nearly a single jj state. The opposite relative sign would give $(0.774-0.895)^2/3\approx0.005$, which shows how much the sign matters.

The central values above reflect the rough inputs and should not be quoted as properties of lead. More precise tabulated $g$ factors, about 1.27 to 1.275 and 1.226 to 1.23, give $w\approx0.54$ to $0.55$, amplitudes near 0.74 and 0.67 to 0.68, $\zeta/F_2\approx9.4$ to $9.8$, $w_{jj}\approx0.95$ to $0.96$ and a $J=2$ separation of 13.4 to $13.9F_2$. With them $^3P_2$ is the slight majority component. The ratio also depends on the model: fitting the same $p^2$ Hamiltonian to the five observed $6p^2$ energies gives $\zeta/F_2\approx8$ with residuals up to about 170 cm$^{-1}$, so one pair $\zeta,F_2$ does not reproduce energies and $g$ factors together.

Returning the central ratio of the rough inputs to the 15-state problem gives $g=1.30058$ and $1.20058$. Both exceed the inputs by 0.00058 because the fit divides the difference between 2.5 and 2.50116 equally. The $J=2$ energies are $-5.591F_2$ and $5.398F_2$, a separation of about $11.0F_2$. The single $J=1$ level has $g=1.50116$ at any mixing within $p^2$, so a precise measurement of it would probe the omitted corrections and the mixing with other configurations instead of $w$.

## When other configurations mix in

If states outside $p^2$ enter, the two-level sum need no longer equal $(3+g_s)/2$. Its error can be bounded. Let $\varepsilon$ be the total weight of the two levels outside $p^2$. Two orthonormal levels that lose weight $\varepsilon$ from a two-dimensional $W_2$ gain the same weight elsewhere. $Z$ does not connect different configurations, so

$$\Delta\Big(\sum g\Big)=\varepsilon(\bar g_{\rm gained}-\bar g_{\rm lost}), \tag{10}$$

where the bars are weighted means. If the added states come from a second $p$ shell, their $J=2$ terms are $^3P$, $^1D$ and $^3D$, with $g$ from 1 to 1.501. Hence the shift is at most $0.501\,\varepsilon$ in magnitude.

A model with two $p$ shells and round parameters, not a calculation of lead, illustrates this. The shells are $40F_2$ apart, and the monopole repulsion is taken as the same constant for all states and dropped. The spin-orbit parameters are $8F_2$ and $2F_2$ within the shells and $4F_2$ between them, and the quadrupole repulsion has as its radial part $F_2$ times a product of two one-electron factors, each equal to 1 within a shell and 0.5 between shells. The lower two $J=2$ levels have outside weights 0.01214 and 0.00516, so $\varepsilon=0.0173$ and the bound is 0.0087. The computed shift is $3.6\times10^{-5}$. By (10), the gained and lost weights have mean $g$ values that differ by about 0.002 in this case. This near-cancellation depends on the parameters: with the quadrupole factor between shells set to 0, $\varepsilon=0.0156$ and the shift is $9.6\times10^{-4}$. The example still shows that a nearly satisfied two-level sum is no proof that configuration mixing is absent.

The enlarged space has seven $J=2$ levels. Their $g$ factors sum to 8.67053, equal to the Landé sum $3\times2.50116+1.16705$. The rule is restored once the whole space is counted.

## Notes for implementation

Compute $g$ from $\langle Z\rangle/J$ in the top state of each level. If a finite field is used instead, take

$$g\approx\frac{E_{M=J}(B)-E_{M=-J}(B)}{2J\mu_BB}.$$

A half-turn about the $x$ axis reverses both $B$ and $M$, so $E_{-J}(B)=E_J(-B)$. The numerator is odd in $B$, the quadratic Zeeman shift cancels, and the error of $g$ starts at order $B^2$.

When fitting data, compare the measured sum with (1) before extracting $w$. A discrepancy larger than the measurement error means that (2) is being used outside its conditions, and the two separate estimates of $w$ will then disagree. The numerical output below lists the values at the printed precision.

## Computed values

```
spin g factor g_s: 2.002319 dimensionless
Lande g of 3P2: 1.50116 dimensionless
Lande g of 1D2: 1.00000 dimensionless
Lande sum for p^2, J=2: 2.50116 dimensionless
jj g of (1/2,3/2) J=2: 1.16705 dimensionless
jj g of (3/2,3/2) J=2: 1.33411 dimensionless
p^2 scan: zeta/F2, g lower, g upper, g sum, w (dimensionless)
    1.0 1.49327 1.00789 2.50116 0.98425
    4.0 1.39525 1.10591 2.50116 0.78868
    8.0 1.29420 1.20696 2.50116 0.58704
   12.0 1.25058 1.25058 2.50116 0.50000
   20.0 1.21549 1.28567 2.50116 0.42999
Pb rough measured g, lower J=2: 1.3 dimensionless
Pb rough measured g, upper J=2: 1.2 dimensionless
rounding half-width of each g: 0.05 dimensionless
Pb rough g sum: 2.5 dimensionless
w from lower g alone: 0.5986 dimensionless
w from upper g alone: 0.6009 dimensionless
w from both, least squares: 0.5998 dimensionless
smallest w allowed by rounding: 0.501 dimensionless
largest w allowed by rounding: 0.698 dimensionless
absolute triplet amplitude, lower level: 0.774 dimensionless
absolute singlet amplitude, lower level: 0.633 dimensionless
zeta/F2 at central w: 7.61 dimensionless
zeta/F2 at largest w: 5.40 dimensionless
zeta/F2 at smallest w: 11.92 dimensionless
(1/2,3/2) weight at central w: 0.929 dimensionless
(1/2,3/2) weight at largest w: 0.867 dimensionless
(1/2,3/2) weight at smallest w: 0.971 dimensionless
model g, lower J=2: 1.30058 dimensionless
model g, upper J=2: 1.20058 dimensionless
model g, J=1: 1.50116 dimensionless
model energy, lower J=2: -5.591 F2
model energy, upper J=2: 5.398 F2
two-shell model: shell gap: 40.0 F2
two-shell model: zeta of first shell: 8.0 F2
two-shell model: zeta between shells: 4.0 F2
two-shell model: zeta of second shell: 2.0 F2
two-shell model: radial quadrupole coupling: 0.5 dimensionless
two-shell model: number of J=2 levels: 7
weight outside first p^2, lower level: 0.01214 dimensionless
weight outside first p^2, upper level: 0.00516 dimensionless
shift of the two-level g sum: 3.579e-05 dimensionless
g sum over all J=2 levels: 8.67053 dimensionless
Lande sum over all J=2 terms: 8.67053 dimensionless
```
